# How a small field raises a first-order ferroelectric transition temperature

Suppose a ferroelectric film changes from polar to nonpolar at 400 K in zero field, and that this temperature is then used to predict its state under bias. In the model film treated below, a field of 0.2 MV/cm moves the equilibrium transition to 426 K. At 420 K the zero-field value therefore names the wrong stable phase. What is missing is the rate at which the field moves the transition. For small fields this rate is $2/(a_0P_0)$, where $a_0(T-T_0)P^2/2$ is the quadratic part of the free energy and $P_0$ is the polarization jump.

## 1. Simplest case: two phases with frozen polarization

Take a uniform, single-domain crystal with polarization $P$ along one axis and free energy density

$$f(P,T)=\tfrac12a_0(T-T_0)P^2+h(P),\qquad a_0>0. \tag{1}$$

The function $h$ is even, starts at order $P^4$ and does not depend on temperature. Strain has been eliminated under the mechanical condition that holds, here fixed stress. Energy is counted from the nonpolar state, so $f(0,T)=0$. The shape of $h$ is assumed to give a first-order transition at $T_c>T_0$: there the minima at $P=0$ and $P=\pm P_0$ have equal energy, $f(P_0,T_c)=0$.

Apply a field $E>0$ along the axis. It adds $-EP$ to the energy density. Suppose first that neither phase can adjust its polarization, so that the values stay at 0 and $P_0$. Temperature enters (1) through the quadratic term alone, hence

$$f(P_0,T)=f(P_0,T_c)+\tfrac12a_0(T-T_c)P_0^2=\tfrac12a_0(T-T_c)P_0^2 .$$

The phases have equal energy when $\tfrac12a_0(T-T_c)P_0^2-EP_0=0$, which gives

$$T-T_c=\frac{2E}{a_0P_0}. \tag{2}$$

Heating costs the polar phase $a_0P_0^2/2$ per kelvin, and the field pays $P_0$ per unit field. The factor 2 comes from the one half in the quadratic energy.

**Limit.** At $E=0$ equation (2) returns $T_c$, as it must. Real phases do polarize further in a field, however, and it remains to be shown that this leaves the initial rate unchanged.

## 2. Polarizations that respond: the Clausius-Clapeyron relation

Label the nonpolar-like phase 1 and the polar phase 2. Each sits at a minimum of $f-EP$, so

$$\frac{\partial f}{\partial P}(P_i,T)=E,\qquad G_i(T,E)=f(P_i,T)-EP_i .$$

Change $T$ and $E$ slightly and let $P_i$ follow:

$$dG_i=\frac{\partial f}{\partial T}\,dT+\left(\frac{\partial f}{\partial P}-E\right)dP_i-P_i\,dE=-S_i\,dT-P_i\,dE .$$

The bracket vanishes at the minimum, so the response of $P_i$ does not affect $G_i$ at first order. This is why the frozen estimate has the correct initial slope. Here $S_i=-\partial f/\partial T$ is the entropy density relative to the state $P=0$; any background entropy that depends on $T$ alone is common to both phases and cancels.

Along the coexistence line $G_1=G_2$ at every point, so $dG_1=dG_2$:

$$-S_1\,dT-P_1\,dE=-S_2\,dT-P_2\,dE .$$

Collecting terms gives $(S_2-S_1)\,dT=-(P_2-P_1)\,dE$, or

$$\frac{dT}{dE}=-\frac{P_2-P_1}{S_2-S_1}, \tag{3}$$

which is the Clausius-Clapeyron relation for a field. From (1), $S_i=-a_0P_i^2/2$, so

$$S_2-S_1=-\tfrac12a_0(P_2^2-P_1^2)=-\tfrac12a_0(P_2-P_1)(P_2+P_1).$$

The factor $P_2-P_1$ cancels in (3):

$$\frac{dT}{dE}=\frac{2}{a_0(P_1+P_2)}. \tag{4}$$

As $E\to0$, $P_1\to0$ and $P_2\to P_0$, and therefore

$$\boxed{\left.\frac{dT}{dE}\right|_{E\to0^+}=\frac{2}{a_0P_0}} \tag{5}$$

The sign is positive because the polar phase has the lower entropy and the larger polarization along the field.

**Reversed field.** For $E<0$ the favoured polar state is $-P_0$, and (4) gives the slope $-2/(a_0P_0)$. The transition temperature thus rises with $|E|$ and has a cusp at $E=0$. If the field makes an angle $\theta$ with the polar axis, its component $E\cos\theta$ does the work, and the initial rate is multiplied by $|\cos\theta|$. This assumes a single possible polar axis. If the nonpolar phase allows several equivalent axes, the polar phase that becomes stable is the one along the axis nearest the field, and $\theta$ is the angle to that axis: with two perpendicular axes and the field in their plane, a field at 60° to one axis is at 30° to the other, and the factor is $\cos30^\circ$, not $\cos60^\circ$.

**Units.** In SI and in Gaussian units alike the work term is $-EP$. The remaining field energy, $-\varepsilon_0E^2/2$ or $-E^2/8\pi$, is the same in both phases at fixed $E$ and cancels. Equation (5) has the same form in both systems. The numbers below use SI with the customary µC/cm² and MV/cm.

## 3. First numbers

Take round parameters for a hafnia-zirconia-like film: $a_0=10^7$ m/(F K), $T_0=150$ K, $T_c=400$ K and $P_0=15$ µC/cm² $=0.15$ C/m². Then

$$\frac{2}{a_0P_0}=\frac{2}{10^7\times0.15}=1.33\times10^{-6}\ \mathrm{K\,m/V}=133\ \mathrm{K\ per\ MV/cm},$$

since 1 MV/cm is $10^8$ V/m. The entropy jump is $-a_0P_0^2/2=-0.1125$ J/(cm³ K), and the latent heat is $400\times0.1125=45$ J/cm³.

These values were tested without assuming (3). The coexistence temperature was found numerically by equating the energies of two stationary states, with $h$ as in section 4, and its initial slope came out as 133.33 K per MV/cm. The entropy jump, taken from temperature differences of the minimized energies, was $-0.1125$ J/(cm³ K).

Equation (5) should also hold for other choices of $h$. Adding $gP^8/8$ with $g=a_0(T_c-T_0)/P_0^6$, at fixed values of the other coefficients, reduces the jump to 13.2 µC/cm². The numerical rate becomes 151 K per MV/cm, in agreement with $2/(10^7\times0.132)$. The higher-order energy affects the initial rate through the size of the jump.

## 4. How small is a small field?

This question needs a definite $h$. Take

$$h(P)=\tfrac14bP^4+\tfrac16cP^6,\qquad b<0,\ c>0,$$

and write $A=a_0(T_c-T_0)$. At $T_c$ and $E=0$ the polar state has zero energy and zero slope. Dividing these two conditions by $P_0^2$ and $P_0$ gives

$$\tfrac12A+\tfrac14bP_0^2+\tfrac16cP_0^4=0,\qquad A+bP_0^2+cP_0^4=0 .$$

Subtract twice the first from the second: $\tfrac12bP_0^2+\tfrac23cP_0^4=0$, so $P_0^2=-3b/(4c)$. Then $cP_0^2=-3b/4$, and the second condition gives $A=-bP_0^2+\tfrac34bP_0^2=-bP_0^2/4$. Hence

$$b=-\frac{4A}{P_0^2},\qquad c=\frac{3A}{P_0^4}.$$

With $x=P/P_0$, $t=(T-T_0)/(T_c-T_0)$ and $\epsilon=E/(AP_0)$, the energy and the equation of state become

$$\frac{f}{AP_0^2}=\tfrac12tx^2-x^4+\tfrac12x^6,\qquad \epsilon=tx-4x^3+3x^5, \tag{6}$$

and (4) reads $dt/d\epsilon=2/(x_1+x_2)$.

For small $\epsilon$, phase 1 has $x_1\approx\epsilon$. For phase 2 put $x_2=1+\delta$. At $t=1$ the stiffness there is $t-12x^2+15x^4=4$, so the linearized equation of state is $(t-1)+4\delta=\epsilon$. Along the coexistence line $t-1\approx2\epsilon$, which gives $\delta=-\epsilon/4$. The polar phase loses polarization along the line, because the rise in temperature outweighs the pull of the field. Then

$$\frac{dt}{d\epsilon}=\frac{2}{1+\frac34\epsilon}\approx2-\tfrac32\epsilon,\qquad t\approx1+2\epsilon-\tfrac34\epsilon^2,$$

or, in the original variables,

$$T\approx T_c+\frac{2E}{a_0P_0}-\frac{3E^2}{4a_0AP_0^2}. \tag{7}$$

A field is small when $E\ll AP_0$. In the example $A=10^7\times250=2.5\times10^9$ m/F, and $AP_0=3.75$ MV/cm. The shifts of the transition are:

| Field (MV/cm) | Coexistence (K) | Linear (K) | Equation (7) (K) |
|---|---|---|---|
| 0.2 | 26.2 | 26.7 | 26.1 |
| 0.5 | 64.0 | 66.7 | 63.3 |
| 1.0 | 124.4 | 133.3 | 120.0 |
| 2.0 | 238.3 | 266.7 | 213.3 |

Relative to the coexistence shift, the linear law is about 2% too high at 0.2 MV/cm, 7% at 1 MV/cm and 12% at 2 MV/cm. The quadratic term over-corrects: at 2 MV/cm equation (7) is about 10% too low, so two terms of the series no longer suffice there.

Equation (4) needs no small field. At 1 MV/cm the two polarizations are 2.97 and 13.98 µC/cm², and $2/(a_0(P_1+P_2))$ gives 118 K per MV/cm, equal to the numerical slope of the line at that field.

**Limit of large field.** The line ends where the two minima and the maximum between them merge. There the second and third derivatives of the energy vanish:

$$t-12x^2+15x^4=0,\qquad -24x+60x^3=0 .$$

The second equation gives $x^2=2/5$, and the first then gives $t=4.8-2.4=2.4$. Equation (6) yields $\epsilon=x(2.4-1.6+0.48)=1.28x=0.81$. For the example this is 750 K and 3.04 MV/cm. Beyond this field the change with temperature is continuous, and there is no transition temperature left to shift.

**Limit of a vanishing jump.** Let $b\to0^-$ at fixed $c$. Then $P_0\to0$ and the rate (5) diverges, which looks alarming. But $A=cP_0^4/3$, so the end field $0.81AP_0$ falls as $P_0^5$, and the largest shift, $1.4(T_c-T_0)=1.4A/a_0$, falls as $P_0^4$. The line becomes steep and very short.

## 5. Equilibrium line and hysteresis

Equation (5) describes equal energies. A metastable phase can survive beyond that line, up to the point where its own minimum disappears. At such a limit $\partial^2f/\partial P^2=0$. Differentiating $E=\partial f/\partial P$ along it gives

$$dE=\frac{\partial^2f}{\partial P^2}\,dP+\frac{\partial^2f}{\partial P\,\partial T}\,dT=a_0P\,dT,\qquad \frac{dT}{dE}=\frac{1}{a_0P}. \tag{8}$$

On heating in zero field, the polar state disappears when $t-4x^2+3x^4=0$ and $t-12x^2+15x^4=0$. Subtraction gives $8x^2=12x^4$, so $x^2=2/3$ and $t=4/3$. For the example this is 483 K, and by (8) the limit initially moves at 82 K per MV/cm, not 133.

On cooling, the nonpolar state disappears at $T_0=150$ K in zero field. In a small field its limit has $t\approx12x^2$, and (6) gives $\epsilon\approx12x^3-4x^3=8x^3$. Eliminating $x$,

$$t\approx12\left(\frac{\epsilon}{8}\right)^{2/3}=3\epsilon^{2/3}.$$

This starts with infinite slope. At 0.2 MV/cm, $\epsilon=0.053$ and the estimate is a rise of 106 K; the numerical limit is 255 K, a rise of 105 K. The heating limit at the same field is 500 K. The window of metastability is thus far wider than the 26 K shift of the equilibrium line, and a transition temperature measured on heating or on cooling alone need not follow (5).

**Consistency at the end point.** There $P_1=P_2$, so (4) becomes $1/(a_0P)$ and agrees with (8): the equilibrium line and both limits meet with a common slope.

How hard is it to leave a metastable state uniformly? At $T_c$ equation (6) gives $f=\tfrac12AP_0^2\,u(1-u)^2$ with $u=x^2$. Its maximum between the phases is at $u=1/3$, with height $2AP_0^2/27=4.17$ J/cm³. For a cube of side 10 nm this is 26 eV, against $k_BT=0.034$ eV. Thermal switching of such a cube as a whole is therefore negligible at $T_c$ in this model. It becomes possible only closer to the limits of metastability, where the barrier vanishes: in zero field the barrier of the cube falls to 35 $k_BT$ about 40 K above the cooling limit and about 12 K below the heating limit. Approaching the equilibrium line requires a cheaper path, such as nucleation of a small region, which a uniform theory does not contain.

## 6. Relaxing two further assumptions

**A quartic coefficient that varies with temperature.** Let $b'=db/dT$ at $T_c$. The entropy of the polar phase gains the term $-b'P_0^4/4$, so

$$\Delta S=-\tfrac12a_0P_0^2\left(1+\frac{b'P_0^2}{2a_0}\right),\qquad \frac{dT}{dE}=\frac{2}{a_0P_0}\,\frac{1}{1+b'P_0^2/(2a_0)} .$$

Suppose $|b|$ falls by a fraction $\beta=5\times10^{-4}$ per kelvin, an assumed value. Then $b'=\beta|b|=4\beta A/P_0^2$, and the correction is $2\beta(T_c-T_0)=0.25$. The rate drops from 133 to 107 K per MV/cm. A drift of 5% per 100 K thus changes the result by 20%, because the quartic energy at the transition is large. For $b'=0$ equation (5) returns.

**A nonpolar interface layer.** Put a layer of thickness $d_i$ and permittivity $\varepsilon_i$ in series with a film of thickness $d$, with no free charge between them. The voltage and the continuity of displacement give

$$V=Ed+E_id_i,\qquad \varepsilon_0E+P=\varepsilon_0\varepsilon_iE_i .$$

Eliminating $E_i$,

$$E=\frac{V}{d_{\rm eff}}-\kappa P,\qquad d_{\rm eff}=d+\frac{d_i}{\varepsilon_i},\qquad \kappa=\frac{d_i}{\varepsilon_0\varepsilon_id_{\rm eff}} .$$

At fixed voltage the potential per film volume is

$$H=f-EP-\tfrac12\varepsilon_0E^2-\tfrac12\varepsilon_0\varepsilon_iE_i^2\,\frac{d_i}{d}.$$

With $dE_i/dE=-d/d_i$, its derivative with respect to $E$ is $-P-\varepsilon_0E+\varepsilon_0\varepsilon_iE_i=0$. Therefore $dH/dP=\partial f/\partial P-E$, and integration over $P$ gives $f+\tfrac12\kappa P^2-(V/d_{\rm eff})P$ plus a constant. The layer replaces $a_0(T-T_0)$ by $a_0(T-T_0+\kappa/a_0)$, which is a rigid shift of the temperature scale by $-\kappa/a_0$. Since $h$ is unchanged, so are $P_0$ and the rate with respect to $V/d_{\rm eff}$.

For $d=10$ nm, $d_i=0.5$ nm and $\varepsilon_i=20$, the numerical transition moves down by 28 K while the rate stays at 133 K per MV/cm. As $d_i\to0$ the shift vanishes. The 28 K holds for an ideal insulating layer and a uniform film. At zero voltage the polar state would put about 8.5 MV/cm across this layer, above the rough breakdown field of 4 MV/cm used in section 7. In a real film, charge leaking to the interface or the formation of domains can reduce that field and change the shift.

## 7. The model beside real films

Ferroelectric hafnia-zirconia films have remanent polarizations of roughly 10 to 20 µC/cm², permittivities of a few tens and operating fields of order 1 MV/cm. The chosen $P_0$ lies in that range. The susceptibility of the model at $T_c$ is $1/(\varepsilon_0A)=45$ in the nonpolar phase, but the polar phase is four times stiffer and has only 11, below the permittivities of real films. The values of $T_0$, $T_c$ and $a_0$ are choices, not data for a particular composition. In hafnia-zirconia the two phases also differ in lattice distortions other than the polarization, so their entropy difference need not equal $-a_0P_0^2/2$. Where the entropy jump has been measured, (3) is the relation to use. A substrate adds another difference: it fixes the in-plane strain of the film, not the stress. If film and substrate expand differently on heating, this strain drifts with temperature and changes the quadratic coefficient, so $a_0$ and $P_0$ in (5) must be those of the clamped film. Real films are usually polycrystalline, which breaks the assumption of one domain with its axis along the field: a grain tilted by 45° has an initial rate of 94 instead of 133 K per MV/cm. With a rough heat capacity of 2.7 J/(cm³ K), a thermally isolated film that turned fully polar at 400 K would warm by roughly $45/2.7=17$ K, and a field of about 0.13 MV/cm would be needed to keep the polar phase stable at the higher temperature. The temperature in (5) is that of the film itself, and it equals that of the surroundings only once this heat has been removed. Finally, the end of the line at 3.04 MV/cm is about three quarters of a rough breakdown field of 4 MV/cm, which leaves little margin for reaching it. The margin is probably smaller still at 750 K, since breakdown fields usually fall on heating. The main computed values are listed in the numerical output.

## Computed results

```
a0 = 1.0e+07 m/(F K); T0 = 150 K; Tc = 400 K
polarization jump P0 = 15.0 uC/cm2
b = -4.444e+11 J m5/C4; c = 1.481e+13 J m9/C6
A = a0(Tc-T0) = 2.50e+09 m/F
nonpolar susceptibility 1/(eps0 A) = 45.2
field scale A*P0 = 3.75 MV/cm
rate 2/(a0 P0) = 133.33 K per MV/cm
same rate in SI = 1.3333e-06 K m/V
rate from numerical coexistence = 133.33 K per MV/cm
entropy jump, numerical = -0.1125 J/(cm3 K)
latent heat at Tc = 45.00 J/cm3
E = 0.2 MV/cm: shift = 26.19 K; linear law 26.67 K; with curvature 26.13 K
E = 0.5 MV/cm: shift = 64.03 K; linear law 66.67 K; with curvature 63.33 K
E = 1.0 MV/cm: shift = 124.38 K; linear law 133.33 K; with curvature 120.00 K
E = 2.0 MV/cm: shift = 238.33 K; linear law 266.67 K; with curvature 213.33 K
at 1 MV/cm: P1 = 2.97, P2 = 13.98 uC/cm2
at 1 MV/cm: local rate = 117.98 K per MV/cm
line ends at E = 3.04 MV/cm, T = 750 K
P at the end of the line = 9.49 uC/cm2
with P^8 term: jump = 13.20 uC/cm2
with P^8 term: rate = 151.47 K per MV/cm
Neglected effects
heating limit at E = 0: 483.3 K; cooling limit 150.0 K
heating limit at 0.2 MV/cm = 499.7 K
cooling limit at 0.2 MV/cm = 255.3 K
initial rate of heating limit = 81.65 K per MV/cm
assumed fractional drift of |b| = 5.0e-04 1/K
rate with drifting b = 106.67 K per MV/cm
film 10 nm; layer 0.5 nm, permittivity 20
Tc shift by interface layer = -28.16 K
rate with layer, field V/d_eff = 133.33 K per MV/cm
rate, axis tilted 45 deg = 94.28 K per MV/cm
rough heat capacity = 2.7 J/(cm3 K)
adiabatic self-heating = 16.7 K
barrier at Tc = 4.167 J/cm3
barrier of a 10 nm cube = 26.0 eV
kT at Tc = 0.0345 eV
rough breakdown field = 4.0 MV/cm
line end / breakdown field = 0.76
```
